# Bessel sidebands of a hydrogen shell in an oscillating field

If the static Stark formula is applied to an oscillating field by inserting the field amplitude, it predicts displaced lines at any frequency, although a fast field leaves almost all the weight in the unshifted line. If the shift is averaged over a cycle instead, it vanishes, and the prediction is a single unshifted line even when the field changes so slowly that displaced components must appear. Both rules discard the phase that the state accumulates while its energy moves up and down. Keeping that phase gives a set of sidebands that covers both regimes.

Consider nonrelativistic hydrogen with an infinitely heavy nucleus and no electron spin. The algebra is in atomic units. A uniform field adds the electron energy

\[
V(t)=Fz\cos(\omega t+\varphi),\qquad F>0,
\]

where \(F\) is the force amplitude. For the present, only the states of one shell, of energy \(E_n=-1/(2n^2)\), are kept. The task is then to find states in which \(z\) is diagonal within the shell, because such states do not mix as the field varies.

Let \(\xi=r+z\), \(\eta=r-z\), and let \(\chi\) be the azimuth about the field axis. The gradients of the first two coordinates are \(\hat{\mathbf r}+\hat{\mathbf z}\) and \(\hat{\mathbf r}-\hat{\mathbf z}\), so

\[
|\nabla\xi|^2=\frac{2\xi}{r},\quad
|\nabla\eta|^2=\frac{2\eta}{r},\quad
\nabla\xi\cdot\nabla\eta=0,\quad
\nabla^2\xi=\nabla^2\eta=\frac2r .
\]

The distance from the axis is \(\sqrt{\xi\eta}\). The chain rule therefore gives

\[
\nabla^2\psi=\frac2r\left[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\right]+\frac{1}{\xi\eta}\partial_\chi^2\psi .
\]

The coordinates are orthogonal, so the volume element is \(\sqrt{\xi\eta}\,d\xi\,d\eta\,d\chi/(|\nabla\xi||\nabla\eta|)\). This equals \((r/2)\,d\xi\,d\eta\,d\chi\), and since \(r=(\xi+\eta)/2\),

\[
dV=\frac{\xi+\eta}{4}\,d\xi\,d\eta\,d\chi .
\]

Insert \(\psi=f(\xi)g(\eta)e^{im\chi}\) into \(-\tfrac12\nabla^2\psi-\psi/r=E_n\psi\) and multiply by \(-r\). Because \(r/(2\xi\eta)=\tfrac14(1/\xi+1/\eta)\), the equation separates into

\[
(\xi f')'+\left(-\frac{\xi}{4n^2}-\frac{m^2}{4\xi}+\beta_1\right)f=0
\]

and the same equation for \(g(\eta)\) with \(\beta_2\), where \(\beta_1+\beta_2=1\). Write \(\mu=|m|\), \(u=\xi/n\) and \(f=e^{-u/2}u^{\mu/2}L(u)\). Then

\[
u f_u=e^{-u/2}u^{\mu/2}\left[uL'+\frac{\mu-u}{2}L\right].
\]

Differentiating once more produces \(uL''+(\mu+1-u)L'\) and the undifferentiated terms \([-\tfrac12+(\mu-u)^2/(4u)]L\), all times the same prefactor. The square equals \(\mu^2/(4u)-\mu/2+u/4\), whose first and last terms cancel the potential terms. What remains is

\[
uL''+(\mu+1-u)L'+\left(n\beta_1-\frac{\mu+1}{2}\right)L=0 .
\]

This is Laguerre's equation. A normalizable solution requires the last bracket to be an integer \(n_1\ge0\), with \(L=L_{n_1}^{\mu}(u)\). The other coordinate supplies \(n_2\) in the same way. Adding the two conditions gives

\[
n=n_1+n_2+\mu+1 .
\]

For fixed \(m\) there are \(n-\mu\) such states, as many as there are values \(l=\mu,\ldots,n-1\). They therefore span the shell.

The equation for \(f\) is a self-adjoint eigenvalue equation in \(u\), with eigenvalue \(n\beta_1\). Functions with different \(n_1\) but the same \(n\) and \(\mu\) are consequently orthogonal under \(du\). This removes the off-diagonal elements of \(z\). Since \(z=(\xi-\eta)/2\), its integration weight is

\[
z\,dV=\frac{\xi^2-\eta^2}{8}\,d\xi\,d\eta\,d\chi .
\]

Two different states with the same \(n\) and \(m\) differ in both \(n_1\) and \(n_2\), because the sum is fixed. The \(\xi^2\) term contains a vanishing overlap in \(\eta\), and the \(\eta^2\) term a vanishing overlap in \(\xi\). States with different \(m\) are separated by the azimuthal integral. Thus \(z\) is diagonal throughout the shell.

Its diagonal values need two moments of \(u\). The generating function

\[
\sum_{p\ge0}t^pL_p^\mu(u)=(1-t)^{-\mu-1}e^{-ut/(1-t)}
\]

is differentiated with respect to \(t\) and multiplied by \((1-t)^2\). Equating coefficients of \(t^p\) gives

\[
uL_p^\mu=(2p+\mu+1)L_p^\mu-(p+1)L_{p+1}^\mu-(p+\mu)L_{p-1}^\mu .
\]

Let \(h_p\) be the integral of \(e^{-u}u^\mu(L_p^\mu)^2\). Evaluating the matrix element of \(u\) between \(p\) and \(p+1\) from either side gives \((p+1)h_{p+1}=(p+\mu+1)h_p\). The first moment is \(\langle u\rangle=2p+\mu+1\). The second is the squared norm of \(uL_p^\mu\) divided by \(h_p\):

\[
\begin{aligned}
\langle u^2\rangle&=(2p+\mu+1)^2+(p+1)(p+\mu+1)+p(p+\mu)\\
&=6p^2+6p(\mu+1)+(\mu+1)(\mu+2).
\end{aligned}
\]

With \(v=\eta/n\) and \(k=n_1-n_2\), dividing the integral of \(z\) by the norm gives

\[
\langle z\rangle=\frac n2\,
\frac{\langle u^2\rangle-\langle v^2\rangle}{\langle u\rangle+\langle v\rangle}
=\frac n2\,\frac{6k(n_1+n_2+\mu+1)}{2n}
=\frac{3nk}{2}.
\]

A static force \(F\) thus shifts the state by \(3nkF/2\) to first order. The sign follows from the chosen energy \(+Fz\): positive \(k\) means charge displaced towards positive \(z\), where this energy is higher.

In the oscillating field, the amplitude \(a(t)\) of one parabolic state obeys a scalar equation,

\[
i\dot a=\left[E_n+\frac{3nkF}{2}\cos(\omega t+\varphi)\right]a .
\]

Integrating from \(a(0)=1\) gives

\[
a(t)=e^{-iE_nt}\,e^{-ix[\sin(\omega t+\varphi)-\sin\varphi]},
\qquad x=\frac{3nkF}{2\omega}.
\]

The number \(x\) is the peak static shift divided by the photon energy. To find the frequencies in the phase factor, put \(\theta=\omega t+\varphi\) and write \(e^{-ix\sin\theta}=\sum_s c_s e^{-is\theta}\). The coefficients are

\[
c_s=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i(s\theta-x\sin\theta)}d\theta
=\frac1\pi\int_0^\pi\cos(s\theta-x\sin\theta)\,d\theta=J_s(x),
\]

because the imaginary part is odd in \(\theta\), and the last integral is the Bessel function of integer order. Hence

\[
a(t)=e^{ix\sin\varphi}\sum_{s=-\infty}^{\infty}
J_s(x)e^{-is\varphi}e^{-i(E_n+s\omega)t}.
\]

The sideband at \(E_n+s\omega\) has amplitude \(J_s(x)\), apart from phase factors, and weight \(J_s(x)^2\). Within the projected shell this solution is exact. Shifting \(\theta\) by \(\pi\) and then reversing its sign in the coefficient integral shows that \(J_{-s}=(-1)^sJ_s\), so the weights are symmetric about the unshifted energy. The state does not jump between levels during the motion: its probability stays equal to one, and the sidebands are the Fourier components of its phase.

These components appear in emission to the 1s state, which has no linear shift, provided the dipole element is nonzero and the light is observed over many field cycles. The emitted frequencies are the unshifted transition frequency plus \(s\omega\), with relative weights \(J_s^2\) in the one-shell model, apart from the slow variation of the photon-frequency factor. Outside that model, the field also mixes in other shells, which slightly changes the dipole element and hence the weights. If the lower state belongs to a shell \(n'\) with parabolic number \(k'\), its phase is subtracted, and the argument becomes \(3F(nk-n'k')/(2\omega)\). An incoherent mixture of upper states adds their weights. A coherent superposition adds amplitudes, and then the factor \(e^{ix\sin\varphi}\) matters because \(x\) depends on \(k\).

Two sums hold for every frequency. Parseval's identity applied to \(e^{-ix\sin\theta}\), and then to its derivative, gives

\[
\sum_sJ_s^2=1,\qquad
\sum_s s^2J_s^2=\frac1{2\pi}\int_{-\pi}^{\pi}x^2\cos^2\theta\,d\theta=\frac{x^2}{2}.
\]

With \(\Delta=3n|k|F/2\), the root-mean-square sideband shift is therefore \(\Delta/\sqrt2\), independent of \(\omega\). A fast field does not reduce this width. It puts a small weight into distant sidebands instead of a large weight into near ones.

For \(|x|\ll1\), expand the exponential in the coefficient integral. The average of \(\sin^2\theta\) is \(1/2\), and that of \(e^{i\theta}\sin\theta\) is \(i/2\), so \(J_0\approx1-x^2/4\) and \(J_1\approx x/2\). The weights are

\[
J_0^2\approx1-\frac{x^2}{2},\qquad J_{\pm1}^2\approx\frac{x^2}{4}.
\]

This is the approach to the unshifted line. It requires \(\omega\gg\Delta\), while the one-shell model also requires \(\omega\) to remain far below the distance to the neighbouring shells.

For a slow field take \(x\gg1\); negative \(k\) gives the same weights. The phase \(\Phi=s\theta-x\sin\theta\) is stationary at \(\theta_0\), where

\[
\cos\theta_0=\frac sx,\qquad\text{or}\qquad s\omega=\Delta\cos\theta_0 .
\]

A sideband is thus built up at the moments when the instantaneous static shift equals its own shift. Since \(\Phi''(\theta_0)=\sqrt{x^2-s^2}\), the Gaussian integral about this point gives, away from the edges,

\[
J_s(x)\approx\sqrt{\frac{2}{\pi\sqrt{x^2-s^2}}}
\cos\left(s\theta_0-x\sin\theta_0+\frac\pi4\right).
\]

Averaging the squared cosine over neighbouring \(s\) replaces it by \(1/2\). Dividing by the spacing \(\omega\) gives the smoothed distribution of the shift \(\varepsilon=s\omega\):

\[
P(\varepsilon)=\frac{1}{\pi\sqrt{\Delta^2-\varepsilon^2}},\qquad |\varepsilon|<\Delta .
\]

The fraction of the weight with \(|\varepsilon|<q\Delta\), for \(0<q<1\), is \((2/\pi)\arcsin q\). This is also the fraction of a cycle during which \(|\cos\theta|<q\). Once neighbouring sidebands are smoothed together, the slow limit over many cycles is therefore a continuous distribution, largest near the two extreme static shifts, and not a pair of sharp lines.

Near the upper edge the stationary point moves to \(\theta=0\), where \(\Phi''\) vanishes. There \(\Phi\approx(s-x)\theta+x\theta^3/6\). Setting \(\tau=(x/2)^{1/3}\theta\) turns the cubic term into \(\tau^3/3\), and the coefficient integral becomes an Airy integral:

\[
J_s(x)\approx\left(\frac2x\right)^{1/3}
\operatorname{Ai}\left[(s-x)\left(\frac2x\right)^{1/3}\right].
\]

The largest value of the Airy function is at argument \(-1.0188\), so the strongest sideband lies near

\[
s=x-1.0188\left(\frac x2\right)^{1/3}.
\]

Its distance from the static shift, relative to that shift, decreases as \(x^{-2/3}\). Its own weight, the square of the Airy expression, also decreases as \(x^{-2/3}\).

A sharp static shift is recovered when the observation is short compared with a cycle. Then \(\sin(\omega t+\varphi)-\sin\varphi\approx\omega t\cos\varphi\), and the state has the shift \((3nkF/2)\cos\varphi\) set by the field at that moment. The next term in the phase is at most about \(\Delta\omega t^2/2\) and must be small, while resolving a shift of order \(\Delta\) needs \(\Delta t\gg1\). Both conditions can hold if \(\Delta\gg\omega\).

As an example take \(n=3\), \(m=0\), \(k=2\), a force amplitude of 0.001 eV/angstrom and a photon energy of 0.002 eV. With the Bohr radius 0.529177 angstrom,

\[
\begin{aligned}
\langle z\rangle&=\tfrac32\times3\times2\times0.529177=4.7626\ \text{angstrom},\\
\Delta&=0.001\times4.7626=0.004763\ \text{eV},\\
x&=0.004763/0.002=2.381 .
\end{aligned}
\]

The static shift lies between the second and third sidebands, at 0.004 and 0.006 eV. The strongest sidebands are nevertheless the first pair, each with weight 0.275; the second pair has 0.183 each and the third 0.038 each. The unshifted component has weight 0.00015, because \(x\) is close to a zero of \(J_0\). Neither limiting picture describes this case.

At 0.02 eV the argument is 0.238. The centre holds 0.972 of the weight and the first pair together 0.028, in agreement with \(1-x^2/2\) and \(x^2/2\). At 0.0002 eV the argument is 23.81. The strongest sideband on the positive side is \(s=21\), at 0.0042 eV, while the Airy estimate gives 21.5. The weight within half the static shift is 0.318, against the slow-limit value \((2/\pi)\arcsin(1/2)=1/3\). The root-mean-square shift is 0.003368 eV in all three cases, as the second sum requires.

The neglected shells set the limits of the result. The gap to the next shell is 0.661 eV here, so the ratio \(\Delta/\text{gap}\) is about 0.007. The field must keep this ratio small, \(\omega\) must stay far below the gaps, and no low multiple of \(\omega\) may match one of them. Under these conditions the amplitude of an outside state \(q\) nearly follows the field,

\[
a_q\approx-\frac{F\cos(\omega t+\varphi)}{E_q-E_n}\sum_{k'}z_{qk'}a_{k'} .
\]

If the field is already on when the atom starts in the shell, \(a_q\) also contains a free part that oscillates at the gap frequency relative to the shell, and its effect on the shell averages out. Putting the part that follows the field back into the equation for the shell adds the operator \(W\cos^2(\omega t+\varphi)\), with

\[
W_{kk'}=-F^2\sum_q\frac{z_{kq}z_{qk'}}{E_q-E_n}.
\]

Its diagonal part is the second-order shift. For the static field of the example, the mean second-order shift of the \(k=\pm2\) levels is \(-8.3\times10^{-6}\) eV. The cycle average of \(\cos^2\) halves it, which gives a phase of magnitude \(2\pi\times4.2\times10^{-6}/0.002\approx0.013\) per period.

A propagation over one period in a finite basis, which reproduces the energies of the shells \(n=2\) to \(4\) to better than \(10^{-6}\) eV and those of \(n=1\) and \(n=5\) to about 0.002 eV, and represents the higher states by a few discrete ones, gives sideband amplitudes that differ from \(J_s\) by at most 0.0036. The second-order phase accounts for this size: its average over the period is about half of 0.013, and multiplied by the largest amplitude, 0.524, it gives 0.0034. At fixed \(x\) the phase per period, proportional to \(F^2/\omega\), is proportional to \(F\). Halving both field and frequency indeed reduces the difference to 0.0018.

The off-diagonal part of \(W\) matters over longer times. Remove the first-order phases, and let \(y=x_k-x_{k'}\) be the difference of the two arguments. The cycle average of the coupling is then

\[
\overline{W}_{kk'}=W_{kk'}\frac1{2\pi}\int_{-\pi}^{\pi}\cos^2\theta\,e^{iy\sin\theta}d\theta
=W_{kk'}\frac{J_1(y)}{y}.
\]

The last step integrates by parts, using \(\cos\theta\,e^{iy\sin\theta}=(iy)^{-1}\,d(e^{iy\sin\theta})/d\theta\), and then the average of \(\sin\theta\,e^{iy\sin\theta}\), which is \(iJ_1(y)\). Between \(k=2\) and \(k=0\) in the example, \(y=2.381\) and the factor is \(0.524/2.381=0.22\). The coupling is small, but it acts between states that have the same mean energy to first order, so its effect accumulates. In a static field the same coupling carries a phase that rotates at the linear splitting, and its effect averages out.

The many-shell calculation shows the difference. In the oscillating field the probability of finding the initial parabolic state, sampled once per period, is 0.9997 after 10 periods, first falls below 0.99 at period 58, and reaches 0.08 at period 1567. In a static field of the same strength it stays above 0.9999 at the same sampling times. These probabilities do not show which states receive the lost population; mixing within the shell is the mechanism expected from the averaged coupling.

The Bessel weights of a single parabolic state therefore apply in a window of time: long enough to resolve sidebands a distance \(\omega\) apart, and short enough that second-order mixing has not acted. Such a window exists when \(\omega\) is much larger than the second-order energies. Fine structure and radiative damping, both left out here, must also be small compared with \(\omega\), and the observation must end before their effects have accumulated. In the example the fine-structure splitting between \(j=1/2\) and \(j=3/2\) is about \(1.3\times10^{-5}\) eV, larger than the second-order shift. With the Dirac fine structure of the shell included (Lamb shift left out), the probability of the initial state falls below 0.99 at period 12 instead of 58, so in real hydrogen fine structure closes the window before second-order mixing does. Radiative decay of this state, at about \(1.1\times10^{8}\ \mathrm{s}^{-1}\) against a period of 2.07 ps, removes 1% of the population by period 45 and about 30% by period 1567. The period numbers 58 and 1567 therefore belong only to the model without spin and radiation. The values computed for that model are in the numerical output below.

## Numbers as computed

```
Hydrogen: n = 3  k = 2  m = 0
force amplitude: 0.0010 eV/angstrom
photon energy: 0.0020 eV
Bohr radius: 0.529177 angstrom
mean z in parabolic state: 4.76259 angstrom
static linear shift: 0.004763 eV
Bessel argument x: 2.38130 (no unit)
gap to next shell: 0.66139 eV
s, shift (eV), J_s, weight J_s^2, many-shell |amplitude|^2
-5   -0.0100  -0.01568  0.00025  0.00026
-4   -0.0080   0.06262  0.00392  0.00393
-3   -0.0060  -0.19469  0.03791  0.03831
-2   -0.0040   0.42793  0.18313  0.18313
-1   -0.0020  -0.52413  0.27471  0.27460
 0    0.0000   0.01227  0.00015  0.00010
 1    0.0020   0.52413  0.27471  0.27357
 2    0.0040   0.42793  0.18313  0.18350
 3    0.0060   0.19469  0.03791  0.03825
 4    0.0080   0.06262  0.00392  0.00403
 5    0.0100   0.01568  0.00025  0.00027
one-shell integration, largest error: 1.8e-11
many-shell largest amplitude difference: 0.00359
same x, half field and frequency: 0.00180
photon (eV), x, central weight, weight of s=+1 and -1 together
0.0200   0.23813 0.97195 0.02795
0.0020   2.38130 0.00015 0.54943
0.0002  23.81297 0.00706 0.04036
photon (eV), strongest s>=0, its shift (eV), rms shift (eV)
0.0200   0 0.000000 0.003368
0.0020   1 0.002000 0.003368
0.0002  21 0.004200 0.003368
slowest case, weight within half static shift: 0.31801
slow-limit value of that weight: 0.33333
static second-order shift: -8.336e-06 eV
survival after 1 period: 0.9999641
survival after 10 periods: 0.999688
first whole period with survival below 0.99: 58
minimum survival in 3000 periods: 0.07851
period number of that minimum: 1567
static-field minimum survival: 0.9999503
```
